# Can a matched graphene–hBN cell supply the moire gap?

**The argument under review**

The argument concerns a graphene sheet aligned with hexagonal boron nitride (hBN) and runs as follows. "The lattices differ by only 1.8%. Stretch one of them slightly, so that both share one small cell, and choose the stacking of lowest energy, with one carbon over boron and the other over a hexagon centre. This cell has a gap of 34 meV. In the real structure the stacking drifts slowly, which can only blur this number. Atoms relax by less than 0.01 nm, so relaxation is a minor correction."

The matched-cell calculation is sound for a matched cell. The questions are what number replaces it when all stackings are present, and whether the small displacements may be dropped.

**What the matched cell computes**

The model has one \(\pi\) orbital per atom, interlayer hopping that depends on the separation of two atoms, and no electron interaction. Let \(d\) be the shift of carbon sublattice A relative to boron. Sublattice B is displaced from A by \(\tau\), and nitrogen is displaced likewise from boron.

At the Dirac point \(K\) the hopping within each layer cancels. Let \(\psi\) and \(\chi\) be the amplitudes on carbon and on hBN, \(T\) the interlayer matrix, and \(H_{BN}=\mathrm{diag}(V_B,V_N)\). Then

\[
E\psi=T\chi,\qquad E\chi=T^\dagger\psi+H_{BN}\chi .
\]

The second equation gives \(\chi=(E-H_{BN})^{-1}T^\dagger\psi\). Near the Dirac energy, \(E\) is small beside \(V_B=3.3\) eV and \(V_N=-1.4\) eV, so carbon feels

\[
S=-TH_{BN}^{-1}T^\dagger,\qquad
S_{XX}=-\sum_{Y=B,N}\frac{|T_{XY}|^2}{V_Y}.
\]

Write \(S=s_0+m\sigma_z+\mathbf A\cdot\boldsymbol\sigma\), with \(m=(S_{AA}-S_{BB})/2\) and \(\mathbf A\) in the plane. At a small wavevector \(\mathbf q\) from \(K\),

\[
E=s_0\pm\sqrt{|\hbar v\mathbf q+\mathbf A|^2+m^2}.
\]

The vector \(\mathbf A\) moves the minimum but does not open it. To second order in interlayer hopping, the matched gap is therefore \(2|m(d)|\).

To evaluate \(T\), let \(x_X\) be the position of carbon \(X\) and \(\rho=x_X-\tau_Y\) its position relative to hBN site \(Y\). The Bloch sum of hoppings is periodic in \(\rho\), hence

\[
T_{XY}=\sum_{\mathbf g}t_{K+\mathbf g}\,e^{i\mathbf g\cdot\rho},
\]

where \(t_{K+\mathbf g}\) is the Fourier transform of the hopping divided by the cell area. The three shortest wavevectors \(K+\mathbf g\) have equal length and the same amplitude \(t\), and they dominate the sum. Keeping these three, an atom directly above another has \(T=3t\). I set \(t=112.5\) meV, so that \(3t\) equals the full sum at that position; the Fourier amplitude itself is about 111 meV. At the other two symmetric positions the phases are \(1,\omega,\omega^2\), with \(\omega=e^{2\pi i/3}\), and \(T=0\).

Thus boron lowers a carbon above it by \(9t^2/3.3\ \mathrm{eV}=34.5\) meV, and nitrogen raises one by \(9t^2/1.4\ \mathrm{eV}=81.4\) meV. With both layers flat and 0.335 nm apart, the three symmetric stackings have:

- A over boron, B over nitrogen: \(m=(-34.5-81.4)/2=-58.0\) meV.
- A over nitrogen, B over a hollow: \(m=81.4/2=+40.7\) meV.
- B over boron, A over a hollow: \(m=34.5/2=+17.3\) meV.

The full four-band matrices give gaps of 111, 77 and 34 meV, slightly below \(2|m|\) because they include higher orders. The last is the number in the argument. A gap hides the sign of the mass, and the three signed masses add to zero.

**First objection: the moire averages a signed mass**

Let \(\epsilon=1/55\) be the mismatch. A graphene cell at \(\mathbf r\) has its hBN partner at \((1+\epsilon)\mathbf r\), so \(d(\mathbf r)=-\epsilon\mathbf r\), up to hBN lattice vectors. If \(\mathbf b\) is an hBN reciprocal vector, a stacking wave \(e^{i\mathbf b\cdot d}\) becomes \(e^{i\mathbf G\cdot\mathbf r}\) with \(|\mathbf G|=\epsilon|\mathbf b|\). All shifts occur with equal weight within one period of 13.8 nm.

The nearest graphene states that the moire can mix with the Dirac doublet lie at about \(\hbar v|\mathbf G|=303\) meV. This is several times the local masses, so the electron does not settle into the local gap of each region. To first order in \(S\), the doublet is governed by the cell average \(\langle S\rangle\). In the average of \(S_{AB}\), only products of equal waves survive; their phases again add as \(1+\omega+\omega^2=0\). What remains is the average mass.

Both carbons are the same kind of atom. Hence \(S_{AA}\) and \(S_{BB}\) are one periodic function \(f\) of position over hBN, taken at two places:

\[
S_{AA}=f(d),\quad S_{BB}=f(d+\tau),\quad
\langle m\rangle=\tfrac12\left[\langle f(d)\rangle-\langle f(d+\tau)\rangle\right]=0 .
\]

A shift of origin does not change an average over a full period. A direct electrostatic potential of hBN on the carbon sites averages out for the same reason. The root-mean-square mass over all shifts is 24 meV, so the zero comes from cancellation and not from weak coupling.

This is a leading-order result, not a symmetry that forbids a gap. To see what survives, follow an electron that leaves \(K\) through wave \(i\) and returns through wave \(j\). Each wave reaches A and B with equal modulus, through the vector \(v_i=(1,e^{i\mathbf g_i\cdot\tau})\). The total effect on the doublet has the form

\[
\Sigma=\sum_{ij}v_iR_{ij}v_j^\dagger ,
\]

where \(R_{ij}\) describes everything that happens in between. Terms with \(i=j\) shift A and B equally. A mass needs \(i\neq j\), and therefore a change of momentum inside hBN, which requires at least one visit to graphene on the way.

Suppose there is one such visit, entered through wave \(l\) and left through wave \(m\). Let \(\mathbf G_i\) be the difference between the hBN and graphene reciprocal vectors belonging to wave \(i\). Momentum conservation then requires \(\mathbf G_i-\mathbf G_l=\mathbf G_j-\mathbf G_m\). The three \(\mathbf G_i\) form a triangle, whose directed sides are all different. With \(i\neq j\), the equation leaves only \(l=i\), \(m=j\), so the visit is to \(K\) itself. That state belongs to the doublet and is not part of \(R\). Two visits are needed, which makes six interlayer hops. Within the three-wave approximation, the leading rigid mass thus scales as \(t^6\).

An atom-by-atom supercell Hamiltonian with 12,322 atoms, projected onto plane waves on each sublattice, gives a rigid signed gap

\[
E_A-E_B=-0.43\ \mathrm{meV}.
\]

Halving all interlayer hoppings reduces it to \(-0.0079\) meV, a factor of 54. A pure sixth power would give 64 and a second power 4. The difference from 64 comes mainly from shorter waves, which allow a small fourth-order term; with the three waves alone the factor is 63.6. The rigid gap is about 1% of the matched 34 meV.

**Second objection: a small displacement is not a small correction**

Let graphene move in its plane by \(\mathbf u(\mathbf r)\) over a fixed hBN substrate, so that \(d\) becomes \(d+\mathbf u\). Let \(U(d)\) be the stacking energy per area, and \(\lambda,\mu\) the two-dimensional Lamé constants. Balance of forces reads

\[
(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mu\nabla^2\mathbf u=\nabla_dU .
\]

To first order, the right side is evaluated at the rigid stacking. For one wave it is \(i\mathbf bU_{\mathbf b}e^{i\mathbf G\cdot\mathbf r}\). In the aligned case \(\mathbf b\) is parallel to \(\mathbf G\), the displacement is longitudinal, and both derivative terms combine:

\[
-(\lambda+2\mu)G^2\mathbf u_{\mathbf G}=i\mathbf bU_{\mathbf b}
\quad\Rightarrow\quad
\mathbf u_{\mathbf G}=-\frac{i\mathbf bU_{\mathbf b}}{(\lambda+2\mu)G^2}.
\]

The average mass changes by \(\langle\mathbf u\cdot\nabla_dm\rangle\). Each \(\mathbf u_{\mathbf G}\) pairs with the opposite wave of the gradient, \(-i\mathbf bm_{\mathbf b}^*\). The two factors \(-i\) multiply to \(-1\), and \(b^2/G^2=1/\epsilon^2\), so

\[
\langle m\rangle=-\frac{\sum_{\mathbf b\neq0}U_{\mathbf b}m_{\mathbf b}^*}{(\lambda+2\mu)\epsilon^2}
=-\frac{\mathrm{Cov}(U,m)}{(\lambda+2\mu)\epsilon^2}.
\]

The small mismatch stands squared in the denominator. A longer moire strains less for a given displacement, so even weak stacking forces can change the areas of its regions. The minus sign says that cheap stackings gain weight.

For the example I take rough typical stacking energies of 20, 15 and 0 meV per graphene cell, in the order of the list above. If \(U\) and \(m\) contain only the shortest stacking waves, with coefficients \(c_U\) and \(c_m\), their deviations at the three symmetric points are \(6\,\mathrm{Re}(c\,\omega^p)\), \(p=0,1,-1\). The sum of the products is \(54\,\mathrm{Re}(c_Uc_m^*)\), while the cell covariance is \(6\,\mathrm{Re}(c_Uc_m^*)\). The covariance is therefore one ninth of that sum. The mean energy is 11.67 meV, and per graphene cell

\[
\mathrm{Cov}=\frac{8.33(-57.98)+3.33(40.71)-11.67(17.27)}9
=-61\ \mathrm{meV}^2 .
\]

With \(\lambda=300\) and \(\mu=950\) eV/nm², \(\lambda+2\mu=2200\) eV/nm². The cell area is 0.0524 nm², so the denominator per cell is \(2200\times0.0524/55^2\) eV \(=38.1\) meV. Hence \(\langle m\rangle=61/38.1=1.60\) meV and the first-order gap is 3.2 meV. Solving the force balance without linearizing gives 3.1 meV, with a largest displacement of 0.007 nm. This is the displacement that the argument dismissed, and it produces several times the rigid gap.

**Height and bond strain**

The layers also separate by different amounts. I prescribe 0.350, 0.345 and 0.335 nm for the three stackings, with no bending energy. Interlayer hopping falls with height. If a small height change \(\delta h\) multiplies \(|T|^2\) by \(1-2\kappa\,\delta h\), with \(\kappa>0\), the average mass becomes \(-2\kappa\,\mathrm{Cov}(h,m)\). The most separated stacking is the one with the large negative mass, and the covariance is negative. Height variation therefore pushes the average the same way as in-plane relaxation.

The local average gives 3.3 meV for heights alone and 5.3 meV for both effects. They do not simply add, mainly because the prescribed heights have a larger mean than the flat spacing of 0.335 nm, which weakens every local mass. With flat layers at the mean height of the three stackings, 0.343 nm, in-plane motion alone gives 2.1 meV instead of 3.1 meV, and the two parts then add to within 0.1 meV.

The supercell tests this local average. Interlayer hopping was reduced tenfold to suppress repeated scattering, and the gap was multiplied by 100 to restore its second-order scale. With the same displacements and heights as functions of stacking, cells of 56 and 112 graphene periods per side gave 5.83 and 5.60 meV. Extrapolation linear in inverse size gives \(2(5.60)-5.83=5.37\) meV, 1% above the local average of 5.31 meV.

At full hopping and actual size, the supercell gap is 5.6 meV. Letting the carbon–carbon hopping respond to bond length raises it to 6.6 meV. Such strain acts as a vector potential whose cell average vanishes to first order, since strain is the derivative of a periodic displacement. Strain alone also connects only A to B and gives no sublattice mass. The extra 1.0 meV therefore needs strain and substrate coupling together.

The relaxed signed gap is positive and the rigid one negative. The structure keeps its threefold axis, under which the A and B states at \(K\) transform differently and cannot mix. If relaxation is turned on continuously, the gap at \(K\) must therefore pass through zero. Relaxation here reverses the order of the two levels as well as enlarging their separation. At four other sampled wavevectors of the moire zone, the valence band lies lower and the conduction band higher than at \(K\), so the sample shows no smaller indirect gap.

**Twist, and where the averaging fails**

For a twist \(\theta\), put \(p=(1+\epsilon)\cos\theta-1\) and \(s=(1+\epsilon)\sin\theta\). Relative to \(\mathbf b\), the moire vector has components of size \(|p|b\) along it and \(|s|b\) across it, so \(G^2=b^2(p^2+s^2)\). The force along \(\mathbf b\) now has a longitudinal part, resisted by \(\lambda+2\mu\), and a transverse part, resisted by \(\mu\). The average mass contains \(\mathbf b\cdot\mathbf u_{\mathbf G}\), which projects each part of the displacement back onto \(\mathbf b\). Each part therefore enters with the square of its direction cosine, \(p^2/(p^2+s^2)\) or \(s^2/(p^2+s^2)\), and the common factor \(b^2/G^2\) is \(1/(p^2+s^2)\). Hence

\[
\langle m\rangle=-\mathrm{Cov}(U,m)\,
\frac{p^2/(\lambda+2\mu)+s^2/\mu}{(p^2+s^2)^2}.
\]

At zero twist this returns the earlier formula. When \(|s|\gg|p|\), it falls as \(1/(\mu s^2)\). At 1 degree the in-plane part is still 85% of its aligned value, because the softer shear response offsets much of the shorter period. The local average with heights falls from 5.3 to 5.0 meV. This twisted value leaves out bond strain and repeated scattering, so it should not be compared directly with the full aligned gap of 6.6 meV.

The averaging itself requires the variations of \(S\), in its scalar and vector parts as well as in the mass, to be well below \(\hbar v|\mathbf G|\), and the linear relaxation formula requires \(\mathbf b\cdot\mathbf u\) to be small. If relaxation produced one stacking over distances much longer than \(\hbar v/|m|\), the matched gap would become meaningful inside that region.

**Bearing on real samples**

The period near 14 nm is that of aligned graphene on hBN; the energies, heights and hoppings are rough typical values. A real hBN surface can also deform. If it is a free monolayer as stiff as graphene, the local average rises from 5.3 to 7.3 meV. A direct site potential of +10 meV over boron and −10 meV over nitrogen, or its reverse, changes the rigid gap from −0.43 to −0.55 or −0.27 meV. After relaxation the stackings no longer have equal weight, so the same potential matters more: it moves the 6.6 meV gap to about 5.6 or 7.6 meV.

Electron interactions are absent, and their effect is not estimated here. Gaps of very roughly 30 meV have been reported for some aligned samples. Their closeness to the matched-cell value does not support the argument, since that value belongs to a different structure.

**Assessment**

The inference from matched cell to moire should be withdrawn. In this model the relaxed gap is 6.6 meV, or 19% of the matched gap for carbon over boron. It corresponds to 77 K, and is about a quarter of the thermal energy at 300 K. A revised calculation should keep the sign of the mass, include every stacking, and relax the layers before quoting a gap. The numerical output lists the main values used here; the interlayer hopping law and the sensitivity of hopping to bond length are given in the program.

## Computed values

```
graphene lattice constant: 0.246 nm
lattice mismatch: 1.818 %
moire period: 13.78 nm
atoms in moire cell: 12322
intralayer hopping: 2.70 eV
site energies B, N (eV): [ 3.3 -1.4]
interlayer hopping wave at K: 112.5 meV
moire kinetic energy hbar v G: 302.9 meV
Lame constants lam, mu (eV/nm^2): 300.0 950.0
order: [A on B + B on N, C on N, C on B]
stacking energies (meV/cell): [20. 15.  0.]
stacking heights (nm): [0.35  0.345 0.335]
flat-layer height: 0.335 nm
matched masses, second order (meV): [-57.98  40.71  17.27]
matched gaps, four-band (meV): [111.35  77.17  34.19]
sum of three masses: -0.00000 meV
rms mass over all shifts: 24.27 meV
mean mass over all shifts: 9.1e-09 meV
rigid moire signed gap: -0.4258 meV
rigid gap at half hopping: -0.00793 meV
rigid basis shift, cut 3 to 4: -0.00000 meV
largest in-plane displacement: 0.0070 nm
linear formula gap, in-plane: 3.201 meV
local average gap, in-plane: 3.128 meV
local average gap, heights only: 3.260 meV
local average gap, both: 5.310 meV
relaxation grid shift, 24 to 36: 0.000000 meV
weak-hopping atomistic gap/scale^2, n=56: 5.825 meV
weak-hopping atomistic gap/scale^2, n=112: 5.596 meV
extrapolated large-moire value: 5.367 meV
atomistic gap, in-plane only: 2.750 meV
atomistic gap, heights only: 3.446 meV
atomistic gap, both: 5.562 meV
atomistic gap, both + bond strain: 6.607 meV
relaxed basis shift, cut 4 to 5: -0.00000 meV
final gap as temperature: 76.7 K
final gap / C-on-B matched gap: 0.193 (ratio)
local average gap at 1 degree twist: 5.006 meV
local average gap, flexible hBN: 7.322 meV
site potential over B, N, hollow (meV): [ 10. -10.   0.]
rigid gap, site potential alone: -8.2e-04 meV
rigid gap, hopping + site potential: -0.552 meV
rigid gap, hopping - site potential: -0.270 meV
thermal energy at 300 K: 25.85 meV
```
